# Transfer length and hyperbolic current profile beneath a planar contact: verification in Python

```python
# Result under test: beneath a planar contact on a thin sheet,
#   V(x) = I Z cosh((L-x)/LT)/sinh(L/LT),  LT = sqrt(rho_c/R_s),
#   Z = sqrt(rho_c R_s)/W,  contact resistance = Z coth(L/LT).
# V: sheet potential relative to the metal; I: injected current;
# R_s: sheet resistance beneath the contact; rho_c: contact resistivity;
# L, W: contact length and width; x: distance from the front edge.
# Lengths are in nm and resistances in ohm unless a name says otherwise.
import numpy as np
from scipy.constants import e, hbar, m_e, k as k_B, epsilon_0
from scipy.integrate import quad, solve_bvp
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import bmat, diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.special import expit

# Rough typical inputs for cobalt on heavily doped n-type silicon
density_cm3, mobility_cm2 = 2e20, 60.0
thickness, length, width = 30.0, 100.0, 1000.0
rho_c_cm2, current = 1e-8, 0.5e-3
rho_c = rho_c_cm2 * 1e14
resistivity_cm = 1 / (e * density_cm3 * mobility_cm2)
sheet = resistivity_cm * 1e7 / thickness
LT = np.sqrt(rho_c / sheet)
Z = np.sqrt(rho_c * sheet) / width
ratio = length / LT


def contact_resistance(sheet_r, contact_r, contact_length):
    transfer = np.sqrt(contact_r / sheet_r)
    return (np.sqrt(sheet_r * contact_r) / width
            / np.tanh(contact_length / transfer))


def ladder(contact_length, access_sheet, n=4000):
    """Kirchhoff network for 1 A, with an open stretch before the contact."""
    h, n_access = contact_length / n, 40
    total = n + n_access
    link = np.full(total - 1, width / (sheet * h))
    link[:n_access - 1] = width / (access_sheet * h)
    link[n_access - 1] = 2 * width / ((sheet + access_sheet) * h)
    leak = np.zeros(total)
    leak[n_access:] = width * h / rho_c
    band = np.zeros((3, total))
    band[1] = leak
    band[1, :-1] += link
    band[1, 1:] += link
    band[0, 1:] = -link
    band[2, :-1] = -link
    source = np.zeros(total)
    source[0] = 1
    v = solve_banded((1, 1), band, source)[n_access:]
    faces = h * np.arange(n + 1)
    sheet_current = np.r_[1, 1 - np.cumsum(leak[n_access:] * v)]
    front = v[0] + sheet * h / (2 * width)
    return faces, v, sheet_current, front


# Profiles and resistances against the network
Rc = contact_resistance(sheet, rho_c, length)
Re = Z / np.sinh(ratio)
for access_sheet in (sheet, 2 * sheet):
    faces, v, flow, front = ladder(length, access_sheet)
    centres = (faces[1:] + faces[:-1]) / 2
    v_formula = Z * np.cosh((length - centres) / LT) / np.sinh(ratio)
    flow_formula = np.sinh((length - faces) / LT) / np.sinh(ratio)
    assert np.max(abs(v - v_formula)) < 1e-5 * Rc
    assert np.max(abs(flow - flow_formula)) < 1e-5
    assert abs(front / Rc - 1) < 1e-5
    assert abs(v[-1] / Re - 1) < 1e-5
    assert abs(front / v[-1] - np.cosh(ratio)) < 1e-4
lengths = (25.0, 50.0, 100.0, 200.0, 400.0)
for trial_length in lengths:
    value = contact_resistance(sheet, rho_c, trial_length)
    assert abs(ladder(trial_length, sheet)[3] / value - 1) < 1e-5
short = 0.2 * LT
short_limit = (rho_c / short + sheet * short / 3) / width
assert abs(ladder(short, sheet)[3] / short_limit - 1) < 1e-4
faces, v, flow, front = ladder(12 * LT, sheet)
long_fraction = 1 - np.interp(LT, faces, flow)
assert abs(long_fraction - (1 - np.exp(-1))) < 1e-4
assert abs(front / Z - 1) < 1e-4


# Least dissipation among exponential trial currents in a long contact
def trial_power(scale):
    def loss(x):
        i = np.exp(-x / scale)
        return (sheet * i**2 + rho_c * (i / scale)**2) / width
    return quad(loss, 0, 30 * scale, epsabs=1e-11, epsrel=1e-11)[0]


best = minimize_scalar(trial_power, bounds=(0.2 * LT, 5 * LT),
                       method='bounded', options={'xatol': 1e-5})
assert abs(best.x / LT - 1) < 1e-4
assert abs(best.fun / Z - 1) < 1e-7
assert abs(trial_power(2 * LT)
           / ((sheet * 2 * LT + rho_c / (2 * LT)) / (2 * width)) - 1) < 1e-7


def layer(depth, contact_length, h, access=60.0):
    """Two-dimensional conduction at fixed sheet resistance, 1 A injected."""
    bulk = sheet * depth
    nz, na = round(depth / h), round(access / h)
    nx = na + round(contact_length / h)

    def chain(n):
        main = np.full(n, 2.0)
        main[0] = main[-1] = 1
        return diags([-np.ones(n - 1), main, -np.ones(n - 1)], [-1, 0, 1])

    leak = np.zeros((nx, nz))
    leak[na:, 0] = width * h / (rho_c + bulk * h / 2)
    matrix = (width / bulk * (kron(chain(nx), identity(nz))
                              + kron(identity(nx), chain(nz)))
              + diags(leak.ravel()))
    source = np.zeros((nx, nz))
    source[0] = 1 / nz
    potential = spsolve(matrix.tocsc(), source.ravel()).reshape(nx, nz)
    front_v = potential[0].mean() - sheet * (access - h / 2) / width
    return front_v, (potential * leak)[na:, 0]


# Thickness correction of the decay length and of the resistance
q = brentq(lambda s: s * np.tan(s) - (thickness / LT)**2, 1e-6, 1.57)
decay_layer = thickness / q
long_flow = layer(thickness, 700.0, 1.0)[1]
decay_numeric = 150 / np.log(long_flow[150] / long_flow[300])
assert abs(decay_numeric / decay_layer - 1) < 1e-3
assert abs(decay_numeric / LT - 1) > 0.01
decay_simple = np.sqrt(LT**2 + thickness**2 / 3)
assert abs(decay_simple / decay_layer - 1) < 1e-3
layer_values, remainders = [], []
for depth in (thickness, thickness / 2):
    numeric = layer(depth, length, 0.5)[0]
    corrected = contact_resistance(sheet, rho_c + sheet * depth**2 / 3, length)
    layer_values.append(numeric)
    remainders.append(abs(numeric - corrected) / Rc)
    assert remainders[-1] < 0.1 * (depth / LT)**3
assert remainders[0] / remainders[1] > 5
R_layer = layer_values[0]
R_layer_simple = contact_resistance(
    sheet, rho_c + sheet * thickness**2 / 3, length)

# Resistive cobalt film: resistivity 15 microohm cm, thickness 30 nm (rough)
metal_resistivity_uohm_cm, metal_thickness = 15.0, 30.0
metal = metal_resistivity_uohm_cm * 10 / metal_thickness
share = metal / (sheet + metal)
LT_metal = np.sqrt(rho_c / (sheet + metal))
s = length / LT_metal
R_metal = (rho_c / (width * LT_metal)
           * ((1 - share) / np.tanh(s) + share / np.sinh(s))
           + metal / width * ((1 - share) * length
                              - (1 - 2 * share) * LT_metal * np.tanh(s / 2)))
n = 2000
h = length / n
main = np.full(n, 2.0)
main[0] = main[-1] = 1
rail = diags([-np.ones(n - 1), main, -np.ones(n - 1)], [-1, 0, 1])
drain = np.zeros(n)
drain[-1] = 2 * width / (metal * h)
cross = width * h / rho_c * identity(n)
two_rails = bmat([[width / (sheet * h) * rail + cross, -cross],
                  [-cross, width / (metal * h) * rail + cross + diags(drain)]])
source = np.zeros(2 * n)
source[0] = 1
rail_v = spsolve(two_rails.tocsc(), source)
assert abs((rail_v[0] + sheet * h / (2 * width)) / R_metal - 1) < 1e-5
rail_x = h * (np.arange(n) + 0.5)
rail_flow = 1 - np.cumsum(width * h / rho_c * (rail_v[:n] - rail_v[n:]))
rail_formula = (share + ((1 - share) * np.sinh((length - rail_x - h / 2)
                / LT_metal) - share * np.sinh((rail_x + h / 2) / LT_metal))
                / np.sinh(s))
assert np.max(abs(rail_flow - rail_formula)) < 1e-5

# Degenerate electrons in six silicon valleys at 300 K
mass_t, mass_l, permittivity_ratio, barrier_eV = 0.19, 0.92, 11.7, 0.6
temperature = 300.0
N = density_cm3 * 1e6
mass_dos = (mass_t**2 * mass_l)**(1 / 3) * m_e
mass_cond = 3 / (2 / mass_t + 1 / mass_l) * m_e
thermal = k_B * temperature
state_factor = 6 / (2 * np.pi**2) * (2 * mass_dos * thermal / hbar**2)**1.5


def electron_density(eta):
    return state_factor * quad(lambda u: np.sqrt(u) * expit(eta - u),
                               0, 70, points=[max(eta, 0.1)], limit=200)[0]


fermi = brentq(lambda eta: electron_density(eta) - N, -5, 25) * thermal
fermi_cold = hbar**2 * (3 * np.pi**2 * N / 6)**(2 / 3) / (2 * mass_dos)
sommerfeld = fermi_cold * (1 - np.pi**2 / 12 * (thermal / fermi_cold)**2)
assert abs(fermi / sommerfeld - 1) < 0.01
mean_free_path = (np.sqrt(2 * fermi / mass_cond)
                  * mobility_cm2 * 1e-4 * mass_cond / e * 1e9)

# Depletion under the metal and the tunnelling energy scale
eps = permittivity_ratio * epsilon_0
bending = barrier_eV + fermi / e
depletion_m = np.sqrt(2 * eps * bending / (e * N))
drop = quad(lambda u: e * N * depletion_m**2 * (1 - u) / eps, 0, 1)[0]
assert abs(drop / bending - 1) < 1e-8
depletion = depletion_m * 1e9
junction_field = e * N * depletion_m / eps * 1e-8
sheet_depleted = sheet * thickness / (thickness - depletion)
R_depleted = contact_resistance(sheet_depleted, rho_c, length)
LT_depleted = np.sqrt(rho_c / sheet_depleted)


def nonlinear_resistance(scale):
    """Interface law J = (scale/rho_c)(exp(V/scale)-1), scale in volts."""
    mesh = np.linspace(0, ratio, 80)
    guess = current * Z / np.sinh(ratio) * np.array(
        [np.cosh(ratio - mesh), -np.sinh(ratio - mesh)])
    result = solve_bvp(
        lambda x, y: np.vstack([y[1], scale * np.expm1(y[0] / scale)]),
        lambda a, b: np.array([a[1] + current * Z, b[1]]),
        mesh, guess, tol=1e-7)
    assert result.success
    return result.y[0, 0] / current


assert abs(nonlinear_resistance(1e3) / Rc - 1) < 1e-4
tunnel_scales, R_tunnel = [], []
for mass in (mass_t, mass_l):
    scale = hbar / 2 * np.sqrt(N / (mass * m_e * eps))
    exponent = 2 * depletion_m * quad(
        lambda u: np.sqrt(2 * mass * m_e * e * bending * (1 - u)**2) / hbar,
        0, 1)[0]
    assert abs(exponent * scale / bending - 1) < 1e-7
    tunnel_scales.append(scale)
    R_tunnel.append(nonlinear_resistance(scale))

# Warm operation and self-heating, rough silicon coefficients
use_temperature, coefficient, conductivity = 360.0, 1e-3, 100.0
sheet_warm = sheet * (1 + coefficient * (use_temperature - temperature))
R_warm = contact_resistance(sheet_warm, rho_c, length)
power = current**2 * Rc
power_per_width = power / (width * 1e-9)
outer_radius_um = 100.0
heating = quad(lambda y: power_per_width / (np.pi * conductivity),
               np.log(length * 0.5e-9), np.log(outer_radius_um * 1e-6))[0]
sheet_field = current * sheet / width * 10


def change(value, reference=Rc):
    return 100 * (value / reference - 1)


print(f"electron density {density_cm3:.1e} cm^-3")
print(f"mobility {mobility_cm2:.0f} cm2/Vs; T {temperature:.0f} K")
print(f"sheet thickness {thickness:.0f} nm")
print(f"contact length {length:.0f} nm, width {width:.0f} nm")
print(f"contact resistivity {rho_c_cm2:.1e} ohm cm2")
print(f"current {current*1e3:.2f} mA")
print(f"silicon resistivity {resistivity_cm:.3e} ohm cm")
print(f"sheet resistance {sheet:.1f} ohm per square")
print(f"transfer length LT {LT:.2f} nm")
print(f"L/LT {ratio:.4f}; t/LT {thickness/LT:.4f} (no unit)")
print(f"Z {Z:.3f} ohm")
print(f"contact resistance Rc {Rc:.3f} ohm")
print(f"end resistance {Re:.3f} ohm; Rc/Re {Rc/Re:.4f}")
print(f"long contact: fraction within LT {long_fraction:.4f}")
print(f"trial length of least loss {best.x:.2f} nm")
for x in (0, 25, 50, 75, 100):
    vx = current * Z * np.cosh((length - x) / LT) / np.sinh(ratio) * 1e3
    fx = np.sinh((length - x) / LT) / np.sinh(ratio)
    print(f"x {x} nm: V {vx:.3f} mV, I_s/I {fx:.4f}")
front_density = current * Rc / rho_c_cm2
mean_density = current / (length * width * 1e-14)
print(f"front interface density {front_density:.3e} A/cm2")
print(f"mean interface density {mean_density:.3e} A/cm2")
print(f"front/mean density {front_density/mean_density:.4f}")
for trial_length in lengths:
    value = contact_resistance(sheet, rho_c, trial_length)
    print(f"L {trial_length:.0f} nm: Rc {value:.3f} ohm")
print(f"layer decay length {decay_layer:.2f} nm (root)")
print(f"layer decay length {decay_numeric:.2f} nm (2D numeric)")
print(f"layer decay length {decay_simple:.2f} nm (simple)")
print(f"2D layer Rc {R_layer:.3f} ohm, change {change(R_layer):.2f} %")
print(f"simple layer Rc {R_layer_simple:.3f} ohm")
print(f"remainder, t and t/2: {remainders[0]:.2e}, {remainders[1]:.2e}")
print(f"Co resistivity {metal_resistivity_uohm_cm:.0f} microohm cm (rough)")
print(f"Co film {metal_thickness:.0f} nm, {metal:.2f} ohm per square")
print(f"with Co film: length {LT_metal:.2f} nm")
print(f"with Co film: R {R_metal:.3f} ohm, change {change(R_metal):.2f} %")
print(f"Fermi level above band edge {fermi/e:.4f} eV")
print(f"mean free path {mean_free_path:.2f} nm")
print(f"barrier {barrier_eV:.2f} eV (rough); bending {bending:.3f} eV")
print(f"depletion width {depletion:.2f} nm")
print(f"junction field {junction_field:.2f} MV/cm")
print(f"depleted: R_s {sheet_depleted:.1f} ohm, LT {LT_depleted:.2f} nm")
print(f"depleted: Rc {R_depleted:.3f} ohm, change {change(R_depleted):.2f} %")
for name, scale, value in zip(("light", "heavy"), tunnel_scales, R_tunnel):
    print(f"{name} mass: E00 {scale:.4f} eV, Rc change {change(value):.2f} %")
print(f"masses {mass_t}, {mass_l} m_e; permittivity {permittivity_ratio}")
print(f"R_s coefficient {coefficient:.1e} per K (rough)")
print(f"at {use_temperature:.0f} K: Rc {R_warm:.3f} ohm, "
      f"change {change(R_warm):.2f} %")
print(f"contact power {power*1e6:.2f} microwatt")
print(f"heat conductivity {conductivity:.0f} W/(m K) (rough)")
print(f"self-heating {heating:.3f} K, sink at {outer_radius_um:.0f} um")
print(f"sheet field at front {sheet_field:.2e} MV/cm")
print("no test failed")
```

Output:

```
electron density 2.0e+20 cm^-3
mobility 60 cm2/Vs; T 300 K
sheet thickness 30 nm
contact length 100 nm, width 1000 nm
contact resistivity 1.0e-08 ohm cm2
current 0.50 mA
silicon resistivity 5.201e-04 ohm cm
sheet resistance 173.4 ohm per square
transfer length LT 75.95 nm
L/LT 1.3167; t/LT 0.3950 (no unit)
Z 13.167 ohm
contact resistance Rc 15.205 ohm
end resistance 7.604 ohm; Rc/Re 1.9996
long contact: fraction within LT 0.6321
trial length of least loss 75.95 nm
x 0 nm: V 7.603 mV, I_s/I 1.0000
x 25 nm: V 5.812 mV, I_s/I 0.6676
x 50 nm: V 4.656 mV, I_s/I 0.4083
x 75 nm: V 4.010 mV, I_s/I 0.1936
x 100 nm: V 3.802 mV, I_s/I 0.0000
front interface density 7.603e+05 A/cm2
mean interface density 5.000e+05 A/cm2
front/mean density 1.5205
L 25 nm: Rc 41.434 ohm
L 50 nm: Rc 22.809 ohm
L 100 nm: Rc 15.205 ohm
L 200 nm: Rc 13.304 ohm
L 400 nm: Rc 13.168 ohm
layer decay length 77.92 nm (root)
layer decay length 77.92 nm (2D numeric)
layer decay length 77.90 nm (simple)
2D layer Rc 15.714 ohm, change 3.35 %
simple layer Rc 15.750 ohm
remainder, t and t/2: 2.37e-03, 3.07e-04
Co resistivity 15 microohm cm (rough)
Co film 30 nm, 5.00 ohm per square
with Co film: length 74.87 nm
with Co film: R 15.402 ohm, change 1.29 %
Fermi level above band edge 0.1124 eV
mean free path 3.45 nm
barrier 0.60 eV (rough); bending 0.712 eV
depletion width 2.15 nm
junction field 6.64 MV/cm
depleted: R_s 186.7 ohm, LT 73.18 nm
depleted: Rc 15.566 ohm, change 2.37 %
light mass: E00 0.1761 eV, Rc change -1.06 %
heavy mass: E00 0.0800 eV, Rc change -2.29 %
masses 0.19, 0.92 m_e; permittivity 11.7
R_s coefficient 1.0e-03 per K (rough)
at 360 K: Rc 15.486 ohm, change 1.85 %
contact power 3.80 microwatt
heat conductivity 100 W/(m K) (rough)
self-heating 0.092 K, sink at 100 um
sheet field at front 8.67e-04 MV/cm
no test failed
```
